# Accelerator coverage in a shrinking hemispherical copper cavity, part 1

(Sections cited here and not found follow in the second part.)

## First half: geometry and the inverse-square law

### 1. Definitions and conventions

A hemispherical cavity in a copper surface is filled by electrodeposition. Its wall carries an adsorbed accelerator, a species that speeds up the deposition of copper and stays on the surface as the metal grows beneath it. As the cavity shrinks, the same accelerator has to share a smaller area. The question is how the coverage changes with the radius and with time.

The symbols are these.

- $R(t)$ is the cavity radius at time $t$, and $R_0=R(0)$.
- $\theta(t)$ is the fractional coverage: the number of adsorbed accelerator species per unit area, divided by the constant value at which the surface is full. Hence $0\le\theta\le 1$. The initial coverage is $\theta_0$, the same everywhere on the wall, with $0<\theta_0<1$.
- $v$ is the growth speed of the copper along the local normal that points into the electrolyte. It is positive for deposition.

The cavity is concave as seen from the electrolyte, so this normal points towards the centre of the hemisphere. Growth reduces the radius, and therefore

$$
\frac{dR}{dt}=-v .
$$

Lengths are in nanometres and times in seconds.

### 2. Assumptions

The electrolyte composition and the overpotential are taken to be uniform over the cavity. Two wall elements with equal coverage then grow at equal speed. This requires transport into the cavity to be fast enough that copper ions and additives are not noticeably depleted at the bottom.

The adsorbate is conserved. Until the surface is full, no accelerator arrives from the solution, none desorbs, none is buried in the copper and none is destroyed. Each surface element carries its accelerator along as it moves.

The rim moves within the plane of the mouth, and no accelerator crosses it. The geometry is then that of half a closed spherical cavity, with the mouth plane as a mirror plane. The metal surface outside the mouth, called the field below, also grows in a real plating bath, but its shape is not modelled here. This is a real restriction. Where the wall meets a growing field the edge is convex, the accelerator is diluted there, and the slower growth spreads from the rim down the wall. The results below then describe the part of the wall near the bottom that this disturbance has not yet reached, not the whole cavity. Filling and closure therefore refer to the original mouth plane.

Finally, the surface is treated as a continuum. The last nanometre or so before closure, where the cavity is a few atoms across, lies outside the description.

### 3. The hemisphere stays a hemisphere

Put the origin at the centre of the mouth. Let $\alpha$ be the angle from the downward axis, running from $0$ at the bottom to $\pi/2$ at the rim, and let $\varphi$ be the azimuth. A point of the wall is

$$
\mathbf X=R\,(\sin\alpha\cos\varphi,\ \sin\alpha\sin\varphi,\ -\cos\alpha).
$$

The vector in brackets has unit length and points away from the centre. The growth normal is its negative, $\mathbf n=-\mathbf X/R$.

Suppose that at some instant the coverage is uniform. By the first assumption the speed $v$ is then uniform too. During a short time $dt$ each point moves by

$$
\mathbf n\,v\,dt=-\frac{\mathbf X}{R}\,v\,dt ,
$$

so its new position is

$$
\mathbf X'=\left(1-\frac{v\,dt}{R}\right)\mathbf X .
$$

All points are scaled towards the same centre by the same factor. The new surface is a hemisphere of radius $R-v\,dt$, and each point keeps its angles $\alpha$ and $\varphi$. At the rim, where $\alpha=\pi/2$, the normal is horizontal, so the rim stays in the mouth plane as required.

Since every surface element shrinks by the same factor, an initially uniform coverage remains uniform. The assumption made at one instant is therefore reproduced at the next, and a uniformly covered hemisphere is a consistent solution of the growth problem. How a small initial unevenness would develop is a separate question, not treated here.

### 4. The area of a wall element

To find how much an element shrinks, differentiate $\mathbf X$ with respect to the two angles:

$$
\mathbf X_\alpha=R\,(\cos\alpha\cos\varphi,\ \cos\alpha\sin\varphi,\ \sin\alpha),
$$

$$
\mathbf X_\varphi=R\,(-\sin\alpha\sin\varphi,\ \sin\alpha\cos\varphi,\ 0).
$$

Their scalar product is

$$
R^2\left(-\cos\alpha\sin\alpha\cos\varphi\sin\varphi+\cos\alpha\sin\alpha\sin\varphi\cos\varphi\right)=0,
$$

so they are perpendicular. Their lengths are $|\mathbf X_\alpha|=R$ and $|\mathbf X_\varphi|=R\sin\alpha$. The area of the small rectangle they span is the product of its sides:

$$
dA=R^2\sin\alpha\,d\alpha\,d\varphi=R^2\,d\Omega ,
$$

where $d\Omega=\sin\alpha\,d\alpha\,d\varphi$ is the solid angle of the element seen from the centre. Because the angles of each point are constant during growth, $d\Omega$ is constant. The area of the element is proportional to $R^2$.

The total wall area follows by integration:

$$
A=R^2\int_0^{2\pi}d\varphi\int_0^{\pi/2}\sin\alpha\,d\alpha
=R^2\,(2\pi)\,(1)=2\pi R^2 .
$$

### 5. Conservation gives the inverse-square law

The amount of accelerator on an element is the full-coverage density times $\theta\,dA$. The full-coverage density is constant, and the amount on the element is conserved. Hence $\theta\,dA$ is constant in time:

$$
\theta(t)\,R(t)^2\,d\Omega=\theta_0R_0^2\,d\Omega .
$$

Dividing by $R^2\,d\Omega$ gives

$$
\boxed{\ \theta=\theta_0\left(\frac{R_0}{R}\right)^2\ }
\qquad\text{as long as }\theta\le1 .
$$

The same statement for the whole wall has a simple picture. The product

$$
S=\theta A=2\pi R_0^2\theta_0
$$

is the area that the accelerator would occupy if it were packed to full coverage. It does not change. The coverage is the ratio of this fixed area to the shrinking area of the cavity, $\theta=S/A$.

No statement about how the speed depends on the coverage has entered, beyond equal coverage giving equal speed. The law relates coverage to radius, and the speed decides when a given radius is reached.

### 6. The rate form and the role of curvature

The local rate of change of coverage shows why the effect is tied to curvature. Differentiate $\theta R^2=\theta_0R_0^2$ with respect to time. The right side is constant, so the product rule gives

$$
R^2\frac{d\theta}{dt}+2R\theta\frac{dR}{dt}=0 .
$$

Insert $dR/dt=-v$ and divide by $R^2$:

$$
\frac{d\theta}{dt}=\frac{2v}{R}\,\theta .
$$

The sign is positive: deposition in a cavity concentrates the accelerator.

The factor $2/R$ is the sum of two curvatures. To see this, consider a general smooth surface with points $\mathbf X(u,w)$ moving along the normal $\mathbf n$ with a speed $v$ that may vary from place to place. At the point of interest choose $u$ and $w$ along the two principal directions, which are perpendicular. Along them the normal turns according to

$$
\mathbf n_u=-\kappa_1\mathbf X_u,\qquad \mathbf n_w=-\kappa_2\mathbf X_w ,
$$

where subscripts $u$ and $w$ denote derivatives. With this sign the principal curvatures $\kappa_1,\kappa_2$ are positive for a concave surface. The hemisphere confirms it: $\mathbf n=-\mathbf X/R$ gives $\mathbf n_\alpha=-\mathbf X_\alpha/R$, so $\kappa_1=1/R$, and likewise $\kappa_2=1/R$.

After a time $dt$ the point is at $\mathbf X+v\,\mathbf n\,dt$. Its tangent vector along $u$ has become

$$
\mathbf X_u+(v_u\mathbf n+v\,\mathbf n_u)\,dt
=(1-v\kappa_1dt)\,\mathbf X_u+v_u\,\mathbf n\,dt ,
$$

and similarly for $w$. The term along $\mathbf n$ tilts the element. A tilt of order $dt$ changes the area of the element at order $dt^2$, which does not contribute to a first derivative. The two sides are thus shortened by $1-v\kappa_1dt$ and $1-v\kappa_2dt$, and to first order the area is multiplied by

$$
(1-v\kappa_1dt)(1-v\kappa_2dt)\approx1-v(\kappa_1+\kappa_2)\,dt .
$$

With $\theta\,dA$ conserved, the coverage rises at the relative rate at which the area falls:

$$
\frac{d\theta}{dt}=v\,(\kappa_1+\kappa_2)\,\theta .
$$

For the hemisphere this reduces to $2v\theta/R$. Three other cases show what the formula says.

**Flat surface.** Both curvatures vanish and the coverage stays at $\theta_0$.

**Half-cylindrical groove.** One curvature is $1/R$ and the other is zero, so $d\theta/dt=v\theta/R$. Dividing by $dR/dt=-v$ gives $d\theta/dR=-\theta/R$, and hence $\theta=\theta_0R_0/R$. The exponent is one, because the area shrinks in one direction instead of two.

**Hemispherical bump.** Both curvatures are $-1/R$ and growth increases the radius. The coverage falls, again as $\theta_0(R_0/R)^2$, now with $R>R_0$.

An accelerator that rides on the surface is therefore concentrated in hollows and diluted on bumps. If higher coverage means faster growth, hollows gain on their surroundings. This is the geometrical part of superfilling.

### 7. Where the law ends

Taken literally, the inverse-square law makes $\theta$ grow without bound as $R\to0$. A fractional coverage cannot exceed one, so the law must stop at the radius $R_s$ where $\theta=1$:

$$
1=\theta_0\frac{R_0^2}{R_s^2}
\quad\Longrightarrow\quad
R_s=R_0\sqrt{\theta_0}.
$$

At this radius the wall area $2\pi R_s^2=2\pi R_0^2\theta_0$ equals the fixed area $S$. The accelerator covers the whole wall. If the cavity shrinks further, some accelerator has to leave the surface, and conservation on the surface fails.

The range of validity in terms of cavity volume is wide when $\theta_0$ is small. The volume is $V=\tfrac{2\pi}{3}R^3$, so the fraction still unfilled at saturation is

$$
\left(\frac{R_s}{R_0}\right)^3=\theta_0^{3/2}.
$$

For an initial coverage of $0.05$ this is about $0.011$. In the mirror geometry assumed here, conservation can then hold while about 99 per cent of the volume is filled.

### 8. Numbers for the geometry

Take round model parameters $R_0=100\ \mathrm{nm}$ and $\theta_0=0.05$. The initial wall area is

$$
2\pi(100)^2=62832\ \mathrm{nm^2},
$$

and the area occupied by the accelerator is $0.05$ times this, $S=3141.6\ \mathrm{nm^2}$. When the radius has fallen to $40\ \mathrm{nm}$, the coverage is

$$
\theta=0.05\left(\frac{100}{40}\right)^2=0.05\times6.25=0.3125 .
$$

Saturation comes at

$$
R_s=100\sqrt{0.05}=22.36\ \mathrm{nm}.
$$

The law was tested by following the wall numerically. The profile was represented by nodes, each moved along a normal found from the positions of its neighbours, with the bottom node kept on the axis and the rim node in the mouth plane. Each band of wall between two nodes kept its initial accelerator, and its coverage was this amount divided by the band's current area. Neither the inverse-square law nor the curvature rate was supplied.

For a speed independent of coverage, $v=0.5\ \mathrm{nm/s}$, the tracked wall reached $40\ \mathrm{nm}$ after $120\ \mathrm{s}$ with coverage $0.3125$. With a speed that rises with coverage, as in the second half, it reached the same radius after $40.31\ \mathrm{s}$, again with coverage $0.3125$. The two histories differ by a factor of about three in time and agree in coverage at equal radius. The exponent extracted from the tracked hemisphere was $2.0000$, and from a groove treated in the same way $1.0000$.

## Second half: the history in time

### 9. Symbols and results carried over

The cavity has radius $R(t)$, starting from $R_0$, and uniform fractional coverage $\theta(t)$, starting from $\theta_0$. The wall grows inwards at speed $v=-dR/dt$. While the accelerator is conserved on the surface,

$$
\theta=\theta_0\left(\frac{R_0}{R}\right)^2,\qquad
\frac{d\theta}{dt}=\frac{2v}{R}\,\theta .
$$

The wall area is $A=2\pi R^2$, and the accelerator occupies the fixed area $S=2\pi R_0^2\theta_0$. The law ends at $R_s=R_0\sqrt{\theta_0}$, where $\theta=1$.

### 10. A speed law

To turn coverage against radius into coverage against time, the speed must be specified. The simplest choice that contains acceleration is linear:

$$
v=v_0+v_1\theta .
$$

Here $v_0>0$ is the speed of the bare surface and $v_1>0$ is the additional speed at full coverage. Bare means free of accelerator. In real superfilling baths such a surface is inhibited by a suppressor, typically a polyether with chloride, and the accelerator acts by lifting that inhibition, so $v_0$ stands for the inhibited speed and not for that of clean copper. Both are constant because the overpotential and the electrolyte are held constant. The linear form is a model. It describes a surface on which covered and uncovered parts each contribute to the growth in proportion to their area: the uncovered fraction contributes $v_0(1-\theta)$ and the covered fraction $(v_0+v_1)\theta$, which add up to $v_0+v_1\theta$.

Inserting the inverse-square law gives an equation for the radius alone:

$$
\frac{dR}{dt}=-\left(v_0+\frac{v_1\theta_0R_0^2}{R^2}\right).
$$

It has a direct reading in terms of volume. Since $V=\tfrac{2\pi}{3}R^3$, the chain rule gives $dV/dt=2\pi R^2\,dR/dt$, and so

$$
\frac{dV}{dt}=-\left(2\pi R^2v_0+2\pi R_0^2\theta_0v_1\right)=-(v_0A+v_1S).
$$

The first term is growth at the bare speed over the whole wall, and it falls with the wall area. The second is the additional volume filled per unit time because of the accelerator. It is constant, because the occupied area is constant. The speed rises because this constant additional volume rate is spread over less and less wall.

While the accelerator is conserved and the surface is not yet full, the coverage of the hemispherical wall rises as the inverse square of the radius, and a linear speed law turns this into an equation for the radius alone. It remains to integrate that equation for the history in time, and to treat saturation, closure and the case where the accelerator is not conserved.

All numerical values are calculated from the stated model.
